# Thermal Stress in a Free Thin Disc with a Cold Edge

**Q.** In a rapid anneal a wafer can be colder at its edge than at its centre. Nothing holds the edge, though. Why should there be any stress, rather than each part taking the size its own temperature asks for?

**A.** Because neighbouring parts must still fit together. Take a flat disc of radius $R$ whose temperature $T(r)$ depends on the radius alone and is uniform through the thickness. Let $T_c$ be the centre temperature and $\theta=T-T_c$. I measure the radial displacement $u(r)$ from the disc at uniform temperature $T_c$, which I take to be free of stress. For small strains,

$$\varepsilon_r=\frac{du}{dr},\qquad \varepsilon_\theta=\frac{u}{r}.$$

The second follows because a circle of length $2\pi r$ becomes one of length $2\pi(r+u)$.

If every part expanded freely, with expansion coefficient $\alpha$, both strains would equal $\alpha\theta$. The hoop strain would give $u=\alpha r\theta$, and differentiation would give $\varepsilon_r=\alpha\theta+\alpha r\,\theta'$. This equals $\alpha\theta$ only if $\theta'=0$. A radial temperature variation therefore forces elastic strain, even with a free rim.

**Q.** Which temperature profile do you have in mind, and why that one?

**A.** The quadratic one,

$$T(r)=T_c-\Delta T\,\frac{r^2}{R^2},\qquad \Delta T=T_c-T(R)>0 .$$

It arises in a simple thermal model. Let the disc have constant conductivity $k$ and heat capacity per volume $C$, and a uniform net heat input $q$ per volume through its faces. Then $C\,\partial T/\partial t=k\nabla^2T+q$. Once all points heat or cool at the same rate $\dot T$,

$$\frac1r\frac{d}{dr}\left(r\frac{dT}{dr}\right)=-\frac{q-C\dot T}{k}.$$

The right side is constant. Two integrations, with a finite temperature at the centre, give the quadratic profile with $\Delta T=(q-C\dot T)R^2/(4k)$. In this model the edge is cold when the faces supply more heat than the common temperature rise consumes; the surplus leaves through the rim.

The model is not a description of a real rapid anneal. In a hot silicon wafer of 150 mm radius, conduction needs a minute or more to establish the common rate, and radiation from the faces makes $q$ depend on the local temperature. The real profile can therefore be far from quadratic. I use the parabola as a simple example and shall keep $\theta(r)$ general for as long as possible.

**Q.** What are you assuming about the material?

**A.** It is homogeneous, isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. $E$, $\nu$ and $\alpha$ are constant over the temperature range within the disc. The disc is thin and its faces carry no load, so I neglect the stress normal to them: this is plane stress. Tension is positive. Hooke's law with thermal expansion reads

$$\varepsilon_r-\alpha\theta=\frac{\sigma_r-\nu\sigma_\theta}{E},\qquad
\varepsilon_\theta-\alpha\theta=\frac{\sigma_\theta-\nu\sigma_r}{E}.$$

Add $\nu$ times the second equation to the first. The terms in $\sigma_\theta$ cancel and $(1-\nu^2)\sigma_r/E$ remains. Hence

$$\sigma_r=\frac{E}{1-\nu^2}\left[u'+\nu\frac ur-(1+\nu)\alpha\theta\right],$$

$$\sigma_\theta=\frac{E}{1-\nu^2}\left[\frac ur+\nu u'-(1+\nu)\alpha\theta\right].$$

**Q.** You have two stresses and one unknown displacement. What determines it?

**A.** Force balance. Cut out a small sector of opening angle $d\varphi$ between $r$ and $r+dr$, in a disc of thickness $h$. The two curved faces give a net outward force $h\,d\varphi\,d(r\sigma_r)$. Each straight side carries a force $\sigma_\theta h\,dr$, tilted inward by $d\varphi/2$, so the two sides together pull inward with $\sigma_\theta h\,dr\,d\varphi$. If heating is slow compared with the passage of elastic waves across the disc, inertia can be dropped, and

$$\frac{d}{dr}(r\sigma_r)=\sigma_\theta .$$

Insert the stresses and cancel the common factor $E/(1-\nu^2)$. The left side becomes

$$\frac{d}{dr}\left[ru'+\nu u-(1+\nu)\alpha r\theta\right]
=ru''+u'+\nu u'-(1+\nu)\alpha(\theta+r\theta').$$

The right side is $u/r+\nu u'-(1+\nu)\alpha\theta$. The terms $\nu u'$ and $(1+\nu)\alpha\theta$ cancel. Division by $r$ leaves

$$u''+\frac{u'}r-\frac{u}{r^2}=(1+\nu)\alpha\theta' .$$

Since $(ru)'/r=u'+u/r$, the left side is the derivative of $(ru)'/r$. One integration gives

$$\frac{(ru)'}r=(1+\nu)\alpha\theta+2A,$$

where the constant is written $2A$ for convenience. Multiply by $r$ and integrate again, with $I(r)=\int_0^r\theta(s)\,s\,ds$:

$$u=(1+\nu)\alpha\frac{I(r)}r+Ar+\frac Br .$$

Near the centre $I(r)$ vanishes at least as fast as $r^2$, so the first term is harmless. The last one diverges unless $B=0$.

**Q.** And the free rim fixes $A$?

**A.** Yes, through $\sigma_r(R)=0$. Because $I'=r\theta$, the strains are

$$\frac ur=(1+\nu)\alpha\frac I{r^2}+A,\qquad
u'=(1+\nu)\alpha\left(\theta-\frac I{r^2}\right)+A .$$

In the bracket for $\sigma_r$ the terms in $\theta$ cancel. What remains is $-(1+\nu)(1-\nu)\alpha I/r^2+(1+\nu)A$, so

$$\sigma_r=-E\alpha\frac{I(r)}{r^2}+\frac{EA}{1-\nu}.$$

The rim condition gives $A=(1-\nu)\alpha I(R)/R^2$. In the bracket for $\sigma_\theta$, the terms in $I$ add up to $(1-\nu^2)\alpha I/r^2$, and those in $\theta$ to $(1+\nu)(\nu-1)\alpha\theta=-(1-\nu^2)\alpha\theta$. Therefore

$$\sigma_r=E\alpha\left[\frac{I(R)}{R^2}-\frac{I(r)}{r^2}\right],\qquad
\sigma_\theta=E\alpha\left[\frac{I(R)}{R^2}+\frac{I(r)}{r^2}-\theta(r)\right].$$

The Poisson ratio has dropped out of both stresses, although it remains in the displacement inside the disc.

**Q.** Then put in the quadratic profile. What is the hoop stress at the edge?

**A.** With $\theta=-\Delta T\,r^2/R^2$,

$$I(r)=-\frac{\Delta T}{R^2}\int_0^r s^3ds=-\frac{\Delta T\,r^4}{4R^2}.$$

Thus $I(R)/R^2=-\Delta T/4$ and $I(r)/r^2=-\Delta T\,r^2/(4R^2)$. Substitution gives

$$\sigma_r=-\frac{E\alpha\Delta T}{4}\left(1-\frac{r^2}{R^2}\right),\qquad
\sigma_\theta=\frac{E\alpha\Delta T}{4}\left(\frac{3r^2}{R^2}-1\right).$$

In the hoop stress, the 3 comes from $-\tfrac14+1=\tfrac34$: the local temperature term outweighs the integral term. At $r=R$,

$$\boxed{\sigma_\theta(R)=\frac{E\alpha\,\Delta T}{2}}$$

and it is tensile. A minimisation of the elastic energy by finite elements, which does not use the integrated formulas, reproduces both fields within about $10^{-5}$ of $E\alpha\Delta T$. This was tested for Poisson ratios 0, 0.25 and 0.45, and with a uniform temperature added.

**Q.** I would have guessed $E\alpha\Delta T$, since the rim is colder than the centre by $\Delta T$. Where did half of it go?

**A.** The rim is not stretched to the size of a disc at the centre temperature. Put $r=R$ in the displacement:

$$u(R)=\left[(1+\nu)+(1-\nu)\right]\frac{\alpha I(R)}R=\frac{2\alpha I(R)}R=\alpha R\,\bar\theta,\qquad
\bar\theta=\frac{2}{R^2}\int_0^R\theta\,r\,dr .$$

Here $\bar\theta$ is the area mean of $\theta$. The rim takes the radius of a disc at the mean temperature $\bar T$. Its free thermal strain belongs to the lower temperature $T(R)$, and the difference is elastic. As $\sigma_r=0$ at the rim, the stress there is uniaxial, and Hooke's law gives

$$\sigma_\theta(R)=E\alpha\left[\bar T-T(R)\right].$$

For the quadratic profile $\bar\theta=-\Delta T/2$. The mean lies halfway between the centre and rim temperatures, which is the origin of the factor one half.

**Q.** So the factor belongs to the profile, not to discs in general?

**A.** It does. Let the temperature fall as $\Delta T(r/R)^m$ with $m>0$. Then

$$\bar\theta=-\frac{2\Delta T}{R^{m+2}}\int_0^R r^{m+1}dr=-\frac{2\Delta T}{m+2},$$

$$\sigma_\theta(R)=E\alpha\Delta T\left(1-\frac2{m+2}\right)=\frac{m}{m+2}\,E\alpha\Delta T .$$

For $m=2$ this is one half. For $m=4$ it is two thirds, and the finite-element calculation confirms that value. As $m$ grows, the cold region shrinks to a narrow band around a nearly uniform hot plate. The plate then sets the length of the band, and the stress tends to your guess, $E\alpha\Delta T$. A measured difference between centre and edge is thus not enough to find the rim stress; one also needs the mean temperature.

**Q.** If the rim is in tension and nobody pulls on the disc, something must push back.

**A.** The interior does. Cut the disc along a diameter. No external force acts on either half, so the hoop stress must integrate to zero along the cut. With $\rho=r/R$,

$$\int_0^1(3\rho^2-1)\,d\rho=\left[\rho^3-\rho\right]_0^1=0 .$$

The hoop stress changes sign at $r=R/\sqrt3$. At the centre both stresses equal $-E\alpha\Delta T/4$, an equal compression in all directions of the plane. The cold rim acts like a tight band around the hot interior.

If the edge is hotter than the centre, $\Delta T$ is negative and all signs reverse: the rim is compressed and the centre is in tension.

**Q.** How much depends on the rim being free?

**A.** Compare a rim held at its radius for uniform $T_c$, so that $u(R)=0$. The general solution still holds, but now $A=-(1+\nu)\alpha I(R)/R^2$. Relative to the free disc, $A$ changes by

$$\delta A=-\left[(1+\nu)+(1-\nu)\right]\frac{\alpha I(R)}{R^2}=-\alpha\bar\theta .$$

A term $Ar$ in the displacement is a uniform stretch, which adds $E\,\delta A/(1-\nu)$ to both stresses. For the quadratic profile this extra stress is

$$\frac{E\alpha\Delta T}{2(1-\nu)},$$

a tension, because the disc is kept from shrinking. For $\nu>0$ the rim hoop stress more than doubles, and it now depends on $\nu$. The result $E\alpha\Delta T/2$ therefore needs supports that let the rim move radially.

**Q.** Is the rim also where the material would yield first?

**A.** By the von Mises criterion for an isotropic material, yes. Write $S=E\alpha\Delta T/4$ and $x=r^2/R^2$, so that $\sigma_r=S(x-1)$ and $\sigma_\theta=S(3x-1)$. Then

$$\begin{aligned}
\sigma_{\rm vM}^2&=\sigma_r^2-\sigma_r\sigma_\theta+\sigma_\theta^2\\
&=S^2\left[(x^2-2x+1)-(3x^2-4x+1)+(9x^2-6x+1)\right]\\
&=S^2(7x^2-4x+1).
\end{aligned}$$

This parabola opens upward, so its maximum on $0\le x\le1$ lies at an end. It is $S^2$ at the centre and $4S^2$ at the rim. The largest equivalent stress is $2S=E\alpha\Delta T/2$, the rim hoop stress itself, if the yield strength is taken as uniform. In a single crystal, slip depends on the shear stress resolved on particular slip planes, and this criterion does not supply that.

**Q.** Give me numbers.

**A.** Take round model parameters: $E=150$ GPa, $\nu=0.25$, $\alpha=4\times10^{-6}\ \mathrm{K^{-1}}$, $R=150$ mm, $h=0.8$ mm and $\Delta T=10$ K. Then

$$E\alpha\Delta T=(150\times10^9\ \mathrm{Pa})(4\times10^{-6}\ \mathrm{K^{-1}})(10\ \mathrm K)=6.0\ \mathrm{MPa}.$$

The rim hoop stress is half of this, $3.0$ MPa in tension. The centre stress is minus one quarter of it, $-1.5$ MPa. The hoop stress vanishes at $150\ \mathrm{mm}/\sqrt3=86.6$ mm.

The strains show the mechanism. Relative to the disc at uniform $T_c$, a free piece of rim would shrink by $\alpha\Delta T=40\times10^{-6}$. The actual rim shrinks by $20\times10^{-6}$, which moves it inward by $3.0$ µm. The missing $20\times10^{-6}$ is elastic extension, and $150\ \mathrm{GPa}\times20\times10^{-6}$ is again $3.0$ MPa.

**Q.** A disc 300 mm across and 0.8 mm thick, with its centre compressed. Why does it stay flat?

**A.** It does so only up to a limiting $\Delta T$. To find it, give the disc a small deflection $w$ and compare two energies of order $w^2$. The first is the bending energy, governed by the stiffness $D=Eh^3/[12(1-\nu^2)]$. The second is the work of the existing stress: a slope $w'$ lengthens a radial line by $w'^2/2$ per unit length, which changes the energy by $\tfrac h2\int\sigma_r w'^2\,dA$. Extra in-plane displacements of order $w^2$ do no net work at this order, because the flat stresses are in equilibrium.

Try a shallow bowl, $w=ar^2/2$. Both curvatures equal $a$, so the bending energy per area is $\tfrac D2(a^2+a^2+2\nu a^2)=D(1+\nu)a^2$, and the total is $\pi R^2D(1+\nu)a^2$. The stress term is

$$\frac h2\int_0^R\left[-S\left(1-\frac{r^2}{R^2}\right)\right]a^2r^2\,2\pi r\,dr
=-\pi ha^2S\left(\frac{R^4}4-\frac{R^4}6\right)=-\frac{\pi ha^2SR^4}{12}.$$

The sum becomes negative when the load $\lambda=hR^2S/D$ exceeds $12(1+\nu)$. With $S=E\alpha\Delta T/4$ and the expression for $D$,

$$\lambda=\frac{3(1-\nu^2)\alpha R^2\Delta T}{h^2},$$

so that

$$\Delta T_{\rm buckle}\le\frac{4h^2}{(1-\nu)\alpha R^2}.$$

This is an upper bound, since another shape may buckle sooner. In the example it is

$$\frac{4\,(0.8/150)^2}{0.75\times4\times10^{-6}\ \mathrm{K^{-1}}}\approx38\ \mathrm K .$$

**Q.** An upper bound does not tell me that 10 K is safe.

**A.** Then let the shape adjust. For axisymmetric deflections put $\phi=dw/d\rho$. Up to the factor $\pi D/R^2$, the energy is

$$\int_0^1\left[\phi'^2+\frac{\phi^2}{\rho^2}+\frac{2\nu\phi\phi'}\rho-\lambda(1-\rho^2)\phi^2\right]\rho\,d\rho .$$

At the threshold its variation vanishes for some nonzero $\phi$. Integrating the term in $\delta\phi'$ by parts gives

$$\phi''+\frac{\phi'}\rho-\frac\phi{\rho^2}+\lambda(1-\rho^2)\phi=0,\qquad \phi'(1)+\nu\phi(1)=0 .$$

The term with $\nu$ is a total derivative, so it enters only the rim condition, which says that no bending moment acts there. Insert $\phi=\sum_{k\ge0}a_k\rho^{2k+1}$. The first three terms of the equation multiply $a_k$ by $(2k+1)2k+(2k+1)-1=4k(k+1)$. Matching powers gives

$$a_k=-\frac{\lambda\,(a_{k-1}-a_{k-2})}{4k(k+1)},\qquad a_0=1,\quad a_{-1}=0,$$

and the rim condition becomes $\sum_k(2k+1+\nu)a_k=0$. For $\nu=0.25$ the threshold is $\lambda=9.60$, against 15 for the simple bowl. In temperature,

$$\Delta T_{\rm buckle}=\frac{9.60\,(0.8/150)^2}{3\times0.9375\times4\times10^{-6}\ \mathrm{K^{-1}}}\approx24\ \mathrm K .$$

A separate variational calculation gives the same threshold.

**Q.** Might it buckle into a saddle instead?

**A.** Not into the plain saddle $w=br^2\cos2\varphi$. Its slopes along the radius and along the circle have the same mean square, $2b^2r^2$, so the work of the existing stress is proportional to

$$\int_0^1\frac{\sigma_r+\sigma_\theta}{S}\,\rho^3d\rho=\int_0^1(4\rho^2-2)\rho^3d\rho=\frac16 .$$

This is positive: for this shape the tension near the rim outweighs the compression inside, and the stress resists the deflection. Less simple shapes with two nodal diameters can buckle, but the variational calculation gives them about eight times the load of the axisymmetric mode. It covered one to four nodal diameters. The easiest of these shapes has one, which is a tilted wave rather than a saddle, and it needs about three times the axisymmetric load. Among the shapes examined, the bowl comes first. This order holds for a cold edge. With a hot edge the signs reverse and the stress favours the saddle: the disc of the example then buckles first with two nodal diameters, at a difference of about 19 K.

The example at 10 K is thus below the computed threshold, for a disc without weight or supports. At the threshold, 24.3 K before rounding, the rim stress would be about 7.3 MPa; beyond that the flat-disc formula no longer describes the stable state. The threshold scales as $(h/R)^2$. Halving the thickness at fixed radius lowers it to about 6 K, and the same 10 K difference would then buckle the disc, although the flat formula, which does not contain $h$, would still return 3.0 MPa.

**Q.** What else would make you distrust the formula?

**A.** Each assumption marks a place where it can fail. If the temperature varies around the circumference or through the thickness, the stress is in general not given by $\theta(r)$ alone. An exception is an added temperature that is linear in a Cartesian coordinate: within linear elasticity it deforms a free disc without stress. If plastic flow has begun, Hooke's law no longer gives the stress, and some stress can remain after the temperature is uniform again. In-plane stress already present at uniform temperature adds to the thermal stress as long as the disc stays flat and elastic. Bending does not simply add, because the thermal stress amplifies any deflection well below the buckling threshold. Give the example disc the density of silicon and a simply supported rim. Linear plate theory then gives a sag under its own weight that grows from about 0.09 mm at uniform temperature to about 0.15 mm at 10 K, and a surface bending stress at the centre that grows from about 0.8 to 1.5 MPa. If only the profile differs from a parabola, the repair is simple: $\sigma_\theta(R)=E\alpha[\bar T-T(R)]$ still holds for a flat, elastic, axisymmetric disc with a free rim. The numerical output below lists the values for the example and the comparisons behind them.

## Numbers as computed

```
Young modulus E = 150 GPa
Poisson ratio nu = 0.25
expansion coefficient alpha = 4.0e-06 1/K
radius R = 150 mm
thickness h = 0.8 mm
centre minus edge temperature dT = 10.0 K
E*alpha*dT = 6.000 MPa
rim hoop stress, formula = 3.000 MPa
rim hoop stress, finite elements = 3.000 MPa
centre stress, formula = -1.500 MPa
centre stress, finite elements = -1.500 MPa
radius of zero hoop stress, formula = 86.60 mm
same radius, finite elements = 86.60 mm
rim free thermal strain rel. to centre = -40.0e-6
rim total hoop strain rel. to centre T = -20.0e-6
rim elastic hoop strain = 20.0e-6
rim displacement rel. to uniform T_c = -3.00 micrometre
rim stress/(E*alpha*dT), nu=0.00 = 0.50000
rim stress/(E*alpha*dT), nu=0.25 = 0.49999
rim stress/(E*alpha*dT), nu=0.45 = 0.49999
rim stress/(E*alpha*dT), nu=0.25 with uniform shift = 0.49999
largest field error/(E*alpha*dT) = 1.1e-05
rim factor for quartic profile = 0.66664
buckling load lam, bowl estimate = 15.000
buckling load lam, power series = 9.599
buckling load lam, variational = 9.599
(1/lam) of 1 nodal diameters / bowl mode = 0.3089
(1/lam) of 2 nodal diameters / bowl mode = 0.1258
(1/lam) of 3 nodal diameters / bowl mode = 0.0624
(1/lam) of 4 nodal diameters / bowl mode = 0.0372
buckling dT, bowl estimate = 37.93 K
buckling dT, power series = 24.27 K
rim stress at buckling = 7.28 MPa
```
